# Why Debye's dipole equation has a pole and Onsager's does not, part 1

(Sections cited here and not found follow in the second part.)

## The question

Take the simplest polar liquid: \(N\) rigid dipoles of size \(\mu\) per unit volume, with no polarizability, at temperature \(T\). Let \(y = N\mu^2/(9\varepsilon_0 kT)\), a pure number, with \(k\) the Boltzmann constant. Debye's extension of the Clausius-Mossotti relation gives \((\varepsilon-1)/(\varepsilon+2) = y\) for the relative permittivity \(\varepsilon\). The left side is below 1 for every \(\varepsilon \ge 1\), so \(\varepsilon\) becomes infinite when cooling brings \(y\) up to 1, and below that temperature the liquid should polarize by itself. Many strongly polar liquids have \(y\) well above 1 and do no such thing. Onsager's equation for the same liquid reads \((\varepsilon-1)(2\varepsilon+1)/(9\varepsilon) = y\), whose left side grows without limit, so that every \(y\) has a finite \(\varepsilon\). Both equations can be obtained by placing one molecule in a spherical hole in a dielectric. Where do they part, and why does one of them have a pole?

## The answer

### One rigid dipole, no applied field

Put one rigid dipole \(\boldsymbol\mu\) at the centre of a spherical hole in an isotropic dielectric and apply no field. The dipole polarizes the dielectric, and the polarized dielectric produces a field at the centre, the reaction field \(\mathbf R\). Any rotation about the axis of \(\boldsymbol\mu\) leaves the arrangement unchanged, so \(\mathbf R\) must be unchanged too, and the only such vectors lie along the axis. Hence \(\mathbf R = f\boldsymbol\mu\) for some number \(f\), and the torque is \(\boldsymbol\mu\times f\boldsymbol\mu = 0\). If the dipole is turned slowly, the polarization of the dielectric turns with it, and no direction is preferred however large \(f\mu\) is.

Now let a weak applied field give the dipoles a slight mean alignment \(\langle\boldsymbol\mu\rangle\). The average of the reaction field over all molecules is \(f\langle\boldsymbol\mu\rangle\), which is not zero. It is a true part of the mean field at a molecule. But no molecule is turned by it, because each molecule feels its own \(f\boldsymbol\mu\) and not the average. A theory that inserts the mean field into the torque replaces \(\boldsymbol\mu\times f\boldsymbol\mu = 0\) by \(\boldsymbol\mu\times f\langle\boldsymbol\mu\rangle \neq 0\). Alignment then produces a field that produces more alignment, and such a loop can run away. Debye's equation contains this loop and Onsager's does not.

### The model

Each molecule has a permanent dipole of size \(\mu\), the value for the isolated molecule, and an isotropic polarizability \(\alpha\), so that in a field \(\mathbf F\) its total dipole is \(\mathbf m = \boldsymbol\mu + \alpha\mathbf F\). It is a point at the centre of an empty sphere of radius \(a\). Outside is a linear, local, isotropic continuum of relative permittivity \(\varepsilon\), in equilibrium with the present orientation of the molecule. The sphere has the volume per molecule, \(4\pi a^3N/3 = 1\), which gives
\[
\frac{1}{4\pi\varepsilon_0a^3} = \frac{N}{3\varepsilon_0}. \tag{1}
\]
\(\mathbf E\) is the macroscopic field in the dielectric far from the cavity, so \(\mathbf P = \varepsilon_0(\varepsilon-1)\mathbf E\) by the definition of \(\varepsilon\), and \(\mathbf P = N\langle\mathbf m\rangle\). Orientations are classical, the density is fixed, and SI units are used. The polarizability is written through two numbers,
\[
A = \frac{N\alpha}{3\varepsilon_0} = \frac{\varepsilon_\infty-1}{\varepsilon_\infty+2}, \qquad 1-A = \frac{3}{\varepsilon_\infty+2}, \tag{2}
\]
where the second equality defines \(\varepsilon_\infty\), and \(A<1\) is assumed so that \(\varepsilon_\infty\) is finite.

### Cavity field and reaction field

First let \(\mathbf m\) and \(\mathbf E\) both point along \(z\). Away from the origin and the wall the potential obeys Laplace's equation. Both sources have the angular form \(\cos\theta\), and the boundary conditions on a sphere do not mix angular forms, so \(\phi = u(r)\cos\theta\). The radial equation \((r^2u')' - 2u = 0\) with \(u = r^n\) gives \(n(n+1) = 2\), that is \(n = 1\) or \(n = -2\). With \(p = m/(4\pi\varepsilon_0)\),
\[
\phi_{\rm in} = \Big(-Fr + \frac{p}{r^2}\Big)\cos\theta, \qquad \phi_{\rm out} = \Big(-Er + \frac{B}{r^2}\Big)\cos\theta .
\]
The term \(p\cos\theta/r^2\) is the dipole's own vacuum potential. The term \(-Fr\cos\theta = -Fz\) is a uniform field \(+F\) along \(z\), produced by everything except the molecule, and it is the field that acts on the molecule. Continuity of \(\phi\) at \(r=a\), divided by \(a\cos\theta\), gives \(-F + p/a^3 = -E + B/a^3\), or
\[
\frac{B}{a^3} = E - F + \frac{p}{a^3}. \tag{3}
\]
There is no free charge on the wall, so the normal displacement is continuous, \(\partial_r\phi_{\rm in} = \varepsilon\,\partial_r\phi_{\rm out}\):
\[
-F - \frac{2p}{a^3} = \varepsilon\Big(-E - \frac{2B}{a^3}\Big) = -3\varepsilon E + 2\varepsilon F - \frac{2\varepsilon p}{a^3},
\]
where (3) was inserted. Collecting \(F\) on one side gives \((2\varepsilon+1)F = 3\varepsilon E + 2(\varepsilon-1)p/a^3\). The problem is linear, so it is the sum of one problem with \(m=0\) and one with \(E=0\), and since sphere and medium are isotropic each may be turned to any axis independently. The result therefore holds for vectors of any relative direction:
\[
\mathbf F = \mathbf G + f\,\mathbf m, \qquad \mathbf G = \frac{3\varepsilon}{2\varepsilon+1}\mathbf E, \qquad f = \frac{2(\varepsilon-1)}{2\varepsilon+1}\,\frac{1}{4\pi\varepsilon_0a^3}. \tag{4}
\]
\(\mathbf G\) is the cavity field, the field in the empty hole, and \(f\mathbf m\) is the reaction field. For \(\varepsilon=1\) there is no medium, and indeed \(\mathbf G = \mathbf E\) and \(f=0\). For \(\varepsilon>1\) the factor \(f\) is positive, so the reaction field is parallel to the dipole, not opposed to it. Both factors are bounded: \(3\varepsilon/(2\varepsilon+1) = \tfrac32 - \tfrac32/(2\varepsilon+1) < \tfrac32\), and \(2(\varepsilon-1)/(2\varepsilon+1) = 1 - 3/(2\varepsilon+1) < 1\).

### The Lorentz field is the correct mean field

Equation (4) is linear in \(\mathbf m\), so its average over orientations is \(\langle\mathbf F\rangle = \mathbf G + f\langle\mathbf m\rangle\). The mean dipole is \(\langle m\rangle = P/N = \varepsilon_0(\varepsilon-1)E/N\), and by (1) this means \(\langle p\rangle/a^3 = N\langle m\rangle/(3\varepsilon_0) = (\varepsilon-1)E/3\). Then
\[
\frac{\langle F\rangle}{E} = \frac{3\varepsilon}{2\varepsilon+1} + \frac{2(\varepsilon-1)^2}{3(2\varepsilon+1)} = \frac{9\varepsilon + 2\varepsilon^2 - 4\varepsilon + 2}{3(2\varepsilon+1)} = \frac{2\varepsilon^2+5\varepsilon+2}{3(2\varepsilon+1)} .
\]
The numerator factors as \((2\varepsilon+1)(\varepsilon+2)\), so
\[
\langle\mathbf F\rangle = \frac{\varepsilon+2}{3}\mathbf E = \mathbf E + \frac{\mathbf P}{3\varepsilon_0} \equiv \mathbf E_L , \tag{5}
\]
the last form because \((\varepsilon+2)/3 = 1 + (\varepsilon-1)/3\). This is the Lorentz field. Equation (3) then gives \(\langle B\rangle/a^3 = E\,[1 - (\varepsilon+2)/3 + (\varepsilon-1)/3] = 0\): a cavity holding the mean dipole leaves the outside field uniform, as if it were filled with the dielectric. That is the consistency gained by the choice (1).

So the two theories do not differ over the mean field: in this model, and in a field weak enough that \(\langle\mathbf m\rangle\) is linear in \(\mathbf E\), the Lorentz field is exactly the mean of the local field. For \(\mu=0\) every molecule carries the same dipole, actual and mean coincide, and \(\varepsilon_0(\varepsilon-1)E = N\alpha(\varepsilon+2)E/3\) gives \((\varepsilon-1)/(\varepsilon+2) = A\), the Clausius-Mossotti relation, with \(\varepsilon = \varepsilon_\infty\). The fault arises only when the mean field is used to orient a permanent dipole.

### The field that turns the molecule

For a molecule of given orientation, insert \(\mathbf m = \boldsymbol\mu+\alpha\mathbf F\) into (4): \(\mathbf F = \mathbf G + f\boldsymbol\mu + f\alpha\mathbf F\), so
\[
\mathbf F = \mathbf E_d + \frac{f\boldsymbol\mu}{1-f\alpha}, \qquad \mathbf E_d = \frac{\mathbf G}{1-f\alpha}. \tag{6}
\]
The denominator is positive, because (1) and the bound on \(f\) give \(f\alpha < A < 1\). The torque on the molecule is \(\mathbf m\times\mathbf F = \boldsymbol\mu\times\mathbf F + \alpha\mathbf F\times\mathbf F = \boldsymbol\mu\times\mathbf F\), and the second term of (6) is parallel to \(\boldsymbol\mu\), so
\[
\boldsymbol\tau = \boldsymbol\mu\times\mathbf E_d . \tag{7}
\]
\(\mathbf E_d\) is the directing field. Its factor \(1/(1-f\alpha)\) can be read in two ways. If the torque is counted on \(\boldsymbol\mu\) alone, as in (7), the cavity field induces a dipole along \(\mathbf E\), and the reaction field of that induced dipole adds to \(\mathbf G\) and makes \(\mathbf E_d\). If it is counted on the whole dipole \(\mathbf m\), the whole reaction field \(f\mathbf m\) is parallel to \(\mathbf m\) and drops out, which leaves \(\boldsymbol\tau = \mathbf m\times\mathbf G = \boldsymbol\mu\times\mathbf G/(1-f\alpha)\), the cavity field acting on an enlarged dipole. The torque is the same. In (7) the part of the field parallel to \(\boldsymbol\mu\) is inert, and \(\mathbf E_d = \mathbf G\) for \(\alpha=0\).

From (1), (2) and (4), \(f\alpha = 2(\varepsilon-1)(\varepsilon_\infty-1)/[(2\varepsilon+1)(\varepsilon_\infty+2)]\). Over the common denominator the numerator of \(1-f\alpha\) is
\[
(2\varepsilon\varepsilon_\infty + 4\varepsilon + \varepsilon_\infty + 2) - (2\varepsilon\varepsilon_\infty - 2\varepsilon - 2\varepsilon_\infty + 2) = 6\varepsilon+3\varepsilon_\infty ,
\]
so that
\[
1-f\alpha = \frac{3(2\varepsilon+\varepsilon_\infty)}{(2\varepsilon+1)(\varepsilon_\infty+2)}, \qquad \frac{E_d}{E} = \frac{3\varepsilon}{2\varepsilon+1}\cdot\frac{(2\varepsilon+1)(\varepsilon_\infty+2)}{3(2\varepsilon+\varepsilon_\infty)} = \frac{\varepsilon(\varepsilon_\infty+2)}{2\varepsilon+\varepsilon_\infty}. \tag{8}
\]
Since \(\varepsilon/(2\varepsilon+\varepsilon_\infty) < 1/2\), the directing field is bounded, \(E_d/E < (\varepsilon_\infty+2)/2\), whereas \(E_L/E = (\varepsilon+2)/3\) grows linearly with \(\varepsilon\), without limit.

Let \(\theta\) be the angle between \(\boldsymbol\mu\) and \(\mathbf E\). The torque (7) has size \(\mu E_d\sin\theta\) and tends to reduce \(\theta\), so the work done against it in turning from \(0\) to \(\theta\) is \(\int_0^\theta\mu E_d\sin\theta'\,d\theta' = \mu E_d(1-\cos\theta)\). Thus \(W(\theta) = -\mu E_d\cos\theta + \text{const}\). The medium stays in equilibrium during the rotation, so this is reversible work at fixed temperature, a free energy, and \(e^{-W/kT}\) is the probability weight of the orientation with the medium averaged out.

For any orienting field \(F_o\), with \(x = \mu F_o/(kT)\) and \(c=\cos\theta\), the weight is \(e^{xc}\) and the solid angle is uniform in \(c\), so
\[
\langle\cos\theta\rangle = \frac{\int_{-1}^1c\,e^{xc}\,dc}{\int_{-1}^1e^{xc}\,dc} = \frac{d}{dx}\ln\frac{2\sinh x}{x} = \coth x - \frac1x \equiv L(x).
\]
For small \(x\), \(\sinh x/x = 1 + x^2/6 + x^4/120 + \dots\), and \(\ln(1+w) = w - w^2/2 + \dots\) gives \(x^2/6 + x^4(1/120 - 1/72) = x^2/6 - x^4/180\). The derivative is \(L(x) = x/3 - x^3/45 + \dots\). In a weak field \(\langle\mu\rangle = \mu^2F_o/(3kT)\).

### Debye's choice and the pole

Debye's equation takes \(F_o = E_L\). Then \(P = N[\alpha + \mu^2/(3kT)]E_L\). Inserting \(P = \varepsilon_0(\varepsilon-1)E\) and (5), and dividing by \(\varepsilon_0(\varepsilon+2)E\),
\[
\frac{\varepsilon-1}{\varepsilon+2} = A + y, \qquad \varepsilon = \frac{1+2(A+y)}{1-(A+y)}. \tag{9}
\]
The number \(A+y\) is the gain of a loop: an extra polarization \(\delta P\) adds \(\delta P/(3\varepsilon_0)\) to \(E_L\), which adds \(N[\alpha+\mu^2/(3kT)]\,\delta P/(3\varepsilon_0) = (A+y)\,\delta P\) to the polarization. The pole lies at unit gain, \(y = 1-A = 3/(\varepsilon_\infty+2)\), which defines
\[
T_c = \frac{N\mu^2(\varepsilon_\infty+2)}{27\,\varepsilon_0k}, \qquad y = (1-A)\frac{T_c}{T}. \tag{10}
\]
Writing the left side of (9) as \(1 - 3/(\varepsilon+2)\) gives \(3/(\varepsilon+2) = 1-A-y = (1-A)(1-T_c/T)\), and with (2)
\[
\varepsilon+2 = (\varepsilon_\infty+2)\,\frac{T}{T-T_c}, \tag{11}
\]
a Curie-Weiss law. For \(T<T_c\) it gives \(\varepsilon<-2\), which is the sign that the unpolarized state has gain above 1 and is unstable.

To find the state that replaces it, the Lorentz field is needed without assuming \(P\propto E\). In a uniformly polarized medium the wall of an imagined sphere carries the bound charge \(\sigma = \mathbf P\cdot\mathbf n = -P\cos\theta\), because the normal \(\mathbf n\) out of the medium points to the centre. A charge element at angle \(\theta\) gives at the centre a \(z\) component \(-\cos\theta\,\sigma a^2\,d\Omega/(4\pi\varepsilon_0a^2)\), and \(\int\cos^2\theta\,d\Omega = 4\pi/3\), so the wall contributes \(P/(3\varepsilon_0)\) for any \(P\). Take \(E=0\), as in a slab between shorted electrodes, where no depolarizing field builds up. Then \(F = P/(3\varepsilon_0)\) and \(P = N\alpha F + N\mu L(x) = AP + N\mu L(x)\), so
\[
P = \frac{N\mu L(x)}{1-A}, \qquad x = \frac{\mu P}{3\varepsilon_0kT} = \frac{3y}{1-A}L(x) = 3\,\frac{T_c}{T}\,L(x). \tag{12}
\]
For \(T<T_c\) the difference \(3(T_c/T)L(x) - x\) starts from zero with positive slope \(T_c/T-1\) and is negative for \(x\ge3T_c/T\) because \(L<1\), so a root with \(x>0\) exists. For \(T\ge T_c\) there is none, because \(L(x)<x/3\) for \(x>0\). To see this, write \(L = (x\cosh x-\sinh x)/(x\sinh x)\), so the claim is \(x\cosh x-\sinh x < (x^2/3)\sinh x\). The coefficient of \(x^{2n+1}\) is \(1/(2n)! - 1/(2n+1)! = 2n/(2n+1)!\) on the left and \(1/[3(2n-1)!] = [2n/(2n+1)!]\,(2n+1)/3\) on the right. These are equal for \(n=1\), and the right one is larger for \(n\ge2\). Just below \(T_c\), dividing (12) by \(x\) gives \(1 = (T_c/T)(1-x^2/15)\), or \(x^2\approx15(1-T/T_c)\), the square-root onset of a mean-field ferroelectric.

### The term that should not be there

Averaging (6) and using (5),
\[
\mathbf E_L = \mathbf E_d + \frac{f\langle\boldsymbol\mu\rangle}{1-f\alpha}. \tag{13}
\]
Debye's orienting field exceeds the true one by the mean of \(f\boldsymbol\mu/(1-f\alpha)\), the one piece of the field that (7) showed to be inert. Physically it is a self-interaction. The Lorentz construction treats the polarization around the molecule as uniform and frozen while the molecule turns, although part of that polarization was made by the molecule and turns with it. For a given \(\varepsilon_\infty\), \(E_d/E\) is bounded and \(E_L/E\) is not, so when \(\varepsilon\) is much larger than \(\varepsilon_\infty+2\) almost the whole of the Lorentz field is this term.

Debye's pole has been traced to orienting each permanent dipole with the Lorentz field, which includes the mean of a reaction field that exerts no torque. It remains to derive Onsager's equation from the directing field, show that it has no such pole, compare the two equations at low density and in a numerical example, and set out the limits of the result.
